# Dewar reactivity numbers and Hückel localisation energies for benzene and naphthalene: a numerical check

```python
"""Dewar reactivity numbers against exact Hueckel localisation energies.

Result under test: for an even alternant hydrocarbon, removing atom t leaves
a residual system with one nonbonding orbital (NBMO), coefficients a.
N = 2|a_r + a_s| (r, s neighbours of t) is the first-order value, and a lower
bound, of the localisation energy L = X(parent) - X(residual).
Orbital energies are alpha + x*beta; X is the sum of x over the electrons.
N, L and X are in units of |beta|.
"""
import numpy as np
from scipy import constants


def ring_system(size, cross_links=()):
    """Adjacency matrix of a perimeter ring with extra cross links."""
    matrix = np.zeros((size, size))
    bonds = [(i, (i + 1) % size) for i in range(size)] + list(cross_links)
    for i, j in bonds:
        matrix[i, j] = matrix[j, i] = 1.0
    return matrix


def pi_sum(matrix, electrons):
    """Sum of x over electrons, filling the most bonding orbitals first."""
    levels = np.sort(np.linalg.eigvalsh(matrix))[::-1]
    total = 2.0 * levels[:electrons // 2].sum()
    if electrons % 2:
        total += levels[electrons // 2]
    return total


def cut_atom(parent, t):
    """Residual matrix, kept atoms, and the bond vector from them to t."""
    kept = [i for i in range(len(parent)) if i != t]
    return parent[np.ix_(kept, kept)], kept, parent[kept, t]


def reconnect(residual, link):
    """Join one extra atom to the residual system with given couplings."""
    n = len(residual)
    matrix = np.zeros((n + 1, n + 1))
    matrix[:n, :n] = residual
    matrix[:n, n] = matrix[n, :n] = link
    return matrix


def residual_orbitals(residual):
    """Levels, orbitals and index of the single nonbonding orbital."""
    x, c = np.linalg.eigh(residual)
    assert np.sum(np.abs(x) < 1e-9) == 1
    return x, c, int(np.argmin(np.abs(x)))


benzene = ring_system(6)
# Perimeter order of naphthalene: C1 C2 C3 C4 C4a C5 C6 C7 C8 C8a
naphthalene = ring_system(10, [(4, 9)])
# Perimeter order of anthracene: C1 C2 C3 C4 C4a C10 C10a C5 C6 C7 C8 C8a C9 C9a
anthracene = ring_system(14, [(4, 13), (6, 11)])

# Unnormalised NBMO coefficients found by hand from the zero-sum rule
cases = [
    ("benzene", benzene, 0, {1: 1, 3: -1, 5: 1}, 4 / np.sqrt(3)),
    ("naphthalene alpha", naphthalene, 0,
     {1: 2, 3: -2, 5: 1, 7: -1, 9: 1}, 6 / np.sqrt(11)),
    ("naphthalene beta", naphthalene, 1,
     {0: 2, 2: 1, 4: -1, 6: 1, 8: -1}, 3 / np.sqrt(2)),
]

beta_ev = 2.50  # chosen round model parameter, |beta| in eV
beta_kj = beta_ev * constants.e * constants.N_A / 1000.0
print(f"chosen |beta| = {beta_ev:.2f} eV = {beta_kj:.1f} kJ/mol")
print("N, L, X and gaps below are in units of |beta|")

results = {}
for name, parent, t, hand, closed_form in cases:
    n = len(parent)
    residual, kept, link = cut_atom(parent, t)
    x, c, zero = residual_orbitals(residual)

    # Hand-derived NBMO against the diagonalised one
    vector = np.array([hand.get(i, 0) for i in kept], dtype=float)
    norm_squared = vector @ vector
    nbmo = vector / np.sqrt(norm_squared)
    assert abs(abs(nbmo @ c[:, zero]) - 1) < 1e-10
    number = 2 * abs(link @ c[:, zero])
    assert abs(number - closed_form) < 1e-10

    # Exact localisation energy, for 0, 1 and 2 electrons in the NBMO
    x_parent = pi_sum(parent, n)
    x_residual = pi_sum(residual, n - 2)
    exact = x_parent - x_residual
    for electrons in (n - 1, n):
        assert abs(x_parent - pi_sum(residual, electrons) - exact) < 1e-10

    # Slope of the energy when both bonds to t are switched on weakly
    step = 1e-4
    slope = (pi_sum(reconnect(residual, step * link), n) - x_residual) / step
    assert abs(slope - number) < 1e-3  # one-sided difference, error ~ step

    # Second-order correction from the bonding residual orbitals
    sums = link @ c
    bonding = x > 1e-9
    weight = np.sum(sums[bonding] ** 2)
    assert abs(weight - (1 - number ** 2 / 8)) < 1e-10
    second = 2 * np.sum(sums[bonding] ** 2 / (x[bonding] + number / 2))

    # Curvature when only the couplings beyond the NBMO are switched on
    link_nbmo = c[:, zero] * sums[zero]
    start = pi_sum(reconnect(residual, link_nbmo), n)
    assert abs(start - x_residual - number) < 1e-10
    mu = 0.01
    mixed = reconnect(residual, link_nbmo + mu * (link - link_nbmo))
    curvature = (pi_sum(mixed, n) - start) / mu ** 2
    assert abs(curvature - second) < 1e-3  # next term is of order mu**2

    gap = exact - number
    assert gap > 0
    assert abs(number + second - exact) < 0.5 * gap
    results[name] = (number, exact, gap)

    neighbours = [abs(nbmo[i]) for i in range(n - 1) if link[i] > 0]
    print(f"{name}:")
    print(f"  NBMO norm squared = {norm_squared:.0f}; neighbour |a| = "
          f"{neighbours[0]:.4f}, {neighbours[1]:.4f}")
    print(f"  reactivity number N = {number:.4f}")
    print(f"  X parent = {x_parent:.4f}, X residual = {x_residual:.4f}")
    print(f"  exact Hueckel L = {exact:.4f}")
    print(f"  gap L - N = {gap:.4f}, ratio N/L = {number / exact:.3f}")
    print(f"  coupling weight of bonding orbitals = {weight:.4f}")
    print(f"  second-order correction = {second:.4f}, "
          f"N + correction = {number + second:.4f}")
    print(f"  N = {number * beta_kj:.0f} kJ/mol, "
          f"L = {exact * beta_kj:.0f} kJ/mol")

# Same ranking in both measures; the gap grows as N falls
ben = results["benzene"]
alpha = results["naphthalene alpha"]
beta = results["naphthalene beta"]
assert alpha[0] < beta[0] < ben[0]
assert alpha[1] < beta[1] < ben[1]
assert alpha[2] > beta[2] > ben[2]
assert abs(ben[1] - (6 - 2 * np.sqrt(3))) < 1e-10
assert beta[0] - alpha[0] > beta[1] - alpha[1]
assert ben[0] - beta[0] > ben[1] - beta[1]
print(f"beta minus alpha: in N {beta[0] - alpha[0]:.4f}, "
      f"in L {beta[1] - alpha[1]:.4f}")
print(f"benzene minus beta: in N {ben[0] - beta[0]:.4f}, "
      f"in L {ben[1] - beta[1]:.4f}")

# Lower bound at every CH position of a molecule not used above
gaps = []
for t in range(14):
    if anthracene[t].sum() == 2:
        residual, kept, link = cut_atom(anthracene, t)
        x, c, zero = residual_orbitals(residual)
        number = 2 * abs(link @ c[:, zero])
        exact = pi_sum(anthracene, 14) - pi_sum(residual, 12)
        assert exact > number
        gaps.append(exact - number)
assert len(gaps) == 10
print(f"anthracene, {len(gaps)} CH positions: L - N from "
      f"{min(gaps):.4f} to {max(gaps):.4f}")

print("tests ok")
```

Printed output:

```
chosen |beta| = 2.50 eV = 241.2 kJ/mol
N, L, X and gaps below are in units of |beta|
benzene:
  NBMO norm squared = 3; neighbour |a| = 0.5774, 0.5774
  reactivity number N = 2.3094
  X parent = 8.0000, X residual = 5.4641
  exact Hueckel L = 2.5359
  gap L - N = 0.2265, ratio N/L = 0.911
  coupling weight of bonding orbitals = 0.3333
  second-order correction = 0.2309, N + correction = 2.5403
  N = 557 kJ/mol, L = 612 kJ/mol
naphthalene alpha:
  NBMO norm squared = 11; neighbour |a| = 0.6030, 0.3015
  reactivity number N = 1.8091
  X parent = 13.6832, X residual = 11.3846
  exact Hueckel L = 2.2986
  gap L - N = 0.4895, ratio N/L = 0.787
  coupling weight of bonding orbitals = 0.5909
  second-order correction = 0.5160, N + correction = 2.3250
  N = 436 kJ/mol, L = 554 kJ/mol
naphthalene beta:
  NBMO norm squared = 8; neighbour |a| = 0.7071, 0.3536
  reactivity number N = 2.1213
  X parent = 13.6832, X residual = 11.2036
  exact Hueckel L = 2.4797
  gap L - N = 0.3584, ratio N/L = 0.855
  coupling weight of bonding orbitals = 0.4375
  second-order correction = 0.3721, N + correction = 2.4934
  N = 512 kJ/mol, L = 598 kJ/mol
beta minus alpha: in N 0.3123, in L 0.1811
benzene minus beta: in N 0.1881, in L 0.0562
anthracene, 10 CH positions: L - N from 0.5371 to 0.7482
tests ok
```
